# Ultrasoft projectors are dual to pseudo partial waves, not orthonormal

**Q:** In an ultrasoft pseudopotential the nonlocal part is $\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|$. The $\beta_i$ are called projectors, so I take them to be orthonormal, and I read $|\langle\beta_i|\psi\rangle|^2$ as the probability of finding $\psi$ in channel $i$. Is anything wrong with that?

**A:** Both statements fail, and the construction shows why. Take one angular momentum $l$ and real radial functions multiplied by $r$. In atomic units $T=-\tfrac12 d^2/dr^2+l(l+1)/2r^2$. Brackets denote integrals over $0<r<r_c$.

At each reference energy $\varepsilon_i$ there is an all-electron wave $u_i$, regular at the origin, with $(T+V)u_i=\varepsilon_iu_i$. The pseudo partial wave $\varphi_i$ equals $u_i$ beyond $r_c$ and joins it there in value, slope and curvature. The smooth potential $V_{\rm loc}$ equals $V$ beyond $r_c$ and is continuous. Define

$$\chi_j=(\varepsilon_j-T-V_{\rm loc})\varphi_j,\qquad B_{ij}=\langle\varphi_i|\chi_j\rangle .$$

Beyond $r_c$, $\chi_j=(\varepsilon_j-T-V)u_j=0$. The matched curvature makes $\chi_j$ continuous, so $\chi_j(r_c)=0$ too.

Now seek $\beta_i=\sum_jA_{ij}\chi_j$ subject to $\langle\beta_i|\varphi_k\rangle=\delta_{ik}$. This requires $\sum_jA_{ij}B_{kj}=(AB^T)_{ik}=\delta_{ik}$. If $B$ is invertible, $A=(B^{-1})^T$ and

$$\beta_i=\sum_j(B^{-1})_{ji}\,\chi_j,\qquad \langle\beta_i|\varphi_k\rangle=\delta_{ik}.$$

The delta stands between two different sets of functions. This is duality. All the freedom in $A$ has been used, and no condition was placed on $\langle\beta_i|\beta_j\rangle$.

**Q:** Why is duality the condition to impose, rather than orthonormality?

**A:** Because it makes the pseudo-Hamiltonian reproduce the reference waves. Let

$$N_{ij}=\langle\varphi_i|\varphi_j\rangle,\quad Q_{ij}=\langle u_i|u_j\rangle-N_{ij},\quad D_{ij}=B_{ij}+\varepsilon_jQ_{ij},$$

$$H=T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad S=1+\sum_{ij}Q_{ij}|\beta_i\rangle\langle\beta_j| .$$

Apply the nonlocal part to $\varphi_k$. Duality replaces $\langle\beta_j|\varphi_k\rangle$ by $\delta_{jk}$, which leaves

$$\sum_iD_{ik}\beta_i=\sum_iB_{ik}\beta_i+\varepsilon_k\sum_iQ_{ik}\beta_i .$$

The first sum is $\sum_{ij}(B^{-1})_{ji}B_{ik}\chi_j=\chi_k$. By the definition of $\chi_k$, $(T+V_{\rm loc})\varphi_k=\varepsilon_k\varphi_k-\chi_k$. The two $\chi_k$ cancel:

$$H\varphi_k=\varepsilon_k\Big(\varphi_k+\sum_iQ_{ik}\beta_i\Big)=\varepsilon_kS\varphi_k .$$

The cancellation uses the full duality: $\langle\beta_k|\varphi_k\rangle=1$ and $\langle\beta_j|\varphi_k\rangle=0$ for $j\neq k$. The overlaps $\langle\beta_i|\beta_j\rangle$, and so the norm of $\beta_k$, do not enter.

**Q:** $D$ does not look symmetric. Is $H$ Hermitian?

**A:** It is. Subtract $B_{ji}$ from $B_{ij}$. The $V_{\rm loc}$ and centrifugal terms cancel, and the second derivatives integrate to a boundary term:

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)N_{ij}+\tfrac12W_{ij},\qquad W_{ij}=\big[\varphi_i\varphi_j'-\varphi_i'\varphi_j\big]_{r_c}.$$

The contribution at $r=0$ vanishes because the waves vanish there. The same identity for the all-electron waves has zero on the left:

$$0=(\varepsilon_j-\varepsilon_i)\langle u_i|u_j\rangle+\tfrac12W_{ij}.$$

$W_{ij}$ is the same, since values and slopes agree at $r_c$. Subtraction gives $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)Q_{ij}$. Hence $B_{ij}+\varepsilon_jQ_{ij}=B_{ji}+\varepsilon_iQ_{ij}$, which is $D_{ij}=D_{ji}$.

**Q:** Could the $\beta_i$ not turn out normalized anyway, if the partial waves are normalized sensibly?

**A:** First see how they respond to that choice. Replace $u_i$ and $\varphi_i$ by $c_iu_i$ and $c_i\varphi_i$. Then $\chi_i\to c_i\chi_i$ and $B_{ij}\to c_ic_jB_{ij}$, so $(B^{-1})_{ji}\to(B^{-1})_{ji}/(c_jc_i)$, and

$$\beta_i\to\sum_j\frac{(B^{-1})_{ji}}{c_jc_i}\,c_j\chi_j=\frac{\beta_i}{c_i}.$$

The projector scales inversely with its partial wave. $Q_{ij}$ and $D_{ij}$ acquire $c_ic_j$, so $H$ and $S$ are unchanged. The product $\|\beta_i\|\,\|\varphi_i\|$ is also unchanged, with norms taken inside the sphere. Since $1=\langle\beta_i|\varphi_i\rangle\le\|\beta_i\|\,\|\varphi_i\|$ by the Cauchy–Schwarz inequality, this product is at least 1. If $\varphi_i$ has unit norm in the sphere, $\beta_i$ has norm 1 or more, and equality requires $\beta_i\propto\varphi_i$.

Units matter as well. A scattering wave has no finite norm over all space and may be given the value 1 at $r_c$ instead. Then $\varphi_i$ is dimensionless, $\beta_i$ is an inverse length, and $\langle\beta_i|\beta_i\rangle$ is also an inverse length. Setting it to 1 would depend on the unit of length.

**Q:** How far from 1 are these norms in a case I can follow?

**A:** Take a model $s$ channel with

$$V(r)=-\frac{3}{a^2}\,{\rm sech}^2x,\quad x=r/a,\quad a=0.50\ \text{Å},\quad r_c=0.75\ \text{Å}.$$

The depth is 91.4 eV. Write $t=\tanh x$ and $s={\rm sech}^2x=1-t^2$, so that $dt/dx=s$. The two waves are

$$u_1=t\,{\rm sech}\,x,\qquad u_2=3t-x(3t^2-1).$$

Here primes denote $d/dx$, and $T+V=a^{-2}\left(-\tfrac12 d^2/dx^2-3s\right)$. For the first, $u_1'=(1-2t^2)\,{\rm sech}\,x$ and $u_1''=(6t^2-5)u_1=(1-6s)u_1$. So $-\tfrac12u_1''-3su_1=-\tfrac12u_1$, a bound state at $\varepsilon_1=-1/(2a^2)$, or $-15.24$ eV. For the second, $u_2'=4-6t^2-6xts$ and $u_2''=-18ts+6xs(3t^2-1)=-6su_2$, so $\varepsilon_2=0$.

Inside the sphere let $y=r/r_c$. A parabola matched to $V$ in value and slope gives $V_{\rm loc}=-38.96+22.43\,y^2$ eV. Odd polynomials matched to $u_i$ in value, slope and curvature, then scaled to unit norm in the sphere, are

$$\varphi_1=3.378y-3.072y^3+0.910y^5,$$
$$\varphi_2=4.224y-5.131y^3+1.471y^5,$$

in Å$^{-1/2}$. The $u_i$ carry the same scale factors. Gaussian quadrature gives, in eV,

$$B_{11}=-15.284786,\quad B_{12}=-20.494584,$$
$$B_{21}=-15.522520,\quad B_{22}=-20.493046 .$$

The overlaps $X_{ij}=\langle\chi_i|\chi_j\rangle$ are, in eV$^2$, $X_{11}=248.12318$, $X_{12}=331.66476$ and $X_{22}=447.39906$. The extra digits are needed because large terms are about to cancel.

The determinant is $\det B=313.2318-318.1276=-4.8958$ eV$^2$. Therefore $(B^{-1})_{11}=B_{22}/\det B=4.1859$ eV$^{-1}$ and $(B^{-1})_{21}=-B_{21}/\det B=-3.1706$ eV$^{-1}$, so

$$\beta_1=(4.1859\,\chi_1-3.1706\,\chi_2)\ \text{eV}^{-1}.$$

Its squared norm has three terms, one from each $X_{ij}$:

$$\langle\beta_1|\beta_1\rangle=4347.49-8803.52+4497.57=41.54 .$$

So $\|\beta_1\|=6.45$ although $\|\varphi_1\|=1$. If instead the all-electron bound state is normalized over all space, $\|\varphi_1\|=0.775$ in the sphere and $\|\beta_1\|=8.32$. With edge value 1, the norms are 0.822 Å$^{1/2}$ and 7.84 Å$^{-1/2}$. The product is 6.45 each time.

This also settles your probability. The normalized function $\beta_1/\|\beta_1\|$ has projection 6.45 on $\beta_1$, whose square is 41.5. No probability can be that large. Ultrasoft states are normalized by $\langle\psi|S|\psi\rangle=1$ instead. For this function $\langle\psi|S|\psi\rangle=1.75$, and after that normalization the square is 23.7, still far above 1.

**Q:** Then what does $\langle\beta_i|\psi\rangle$ measure?

**A:** An expansion coefficient. If $\psi=\sum_ja_j\varphi_j$ inside the sphere, duality gives $\langle\beta_i|\psi\rangle=a_i$. The squared norm of $\psi$ there is $\sum_{ij}a_iN_{ij}a_j$, not $\sum_ia_i^2$, because the partial waves overlap. In the model $N_{12}=0.979$. If $\psi$ is not such a combination, $\langle\beta_i|\psi\rangle$ is still defined, but $\sum_j\langle\beta_j|\psi\rangle\varphi_j$ no longer equals $\psi$ in the sphere.

**Q:** I could absorb the norm by choosing $c_i=\|\beta_i\|$. Would the projectors then at least be orthogonal?

**A:** That choice does normalize them, at the price of partial waves with norm $\|\beta_i\|\|\varphi_i\|$ in the sphere, and with $D$ and $Q$ scaled accordingly. It cannot make them orthogonal, because scaling by positive factors leaves the angle between two functions alone. Consider the whole Gram matrix

$$G_{ij}=\langle\beta_i|\beta_j\rangle=\sum_{kl}(B^{-1})_{ki}X_{kl}(B^{-1})_{lj}.$$

With unit-norm $\varphi_i$ the model has $G_{11}=41.54$, $G_{12}=-40.07$ and $G_{22}=39.66$. The cosine between $\beta_1$ and $\beta_2$ is $-0.987$, so they are nearly antiparallel.

**Q:** Where do such large entries come from?

**A:** Split each projector into a part in the span of the partial waves and a remainder orthogonal to that span:

$$\beta_i=\sum_ja_{ij}\varphi_j+\rho_i,\qquad\langle\rho_i|\varphi_k\rangle=0 .$$

The overlap with $\varphi_k$ gives $\delta_{ik}=\sum_ja_{ij}N_{jk}$, so $a=N^{-1}$. The cross terms in $G$ vanish, and the first part contributes $N^{-1}NN^{-1}=N^{-1}$. Thus

$$G=N^{-1}+R,\qquad R_{ij}=\langle\rho_i|\rho_j\rangle .$$

In the model $(N^{-1})_{11}=1/(1-0.979342^2)=24.5$. This part of $G_{11}$ arises because $\varphi_1$ and $\varphi_2$ are nearly parallel: $\beta_1$ must be orthogonal to $\varphi_2$ and still have unit overlap with $\varphi_1$. The other 17.1 is $R_{11}$, the squared norm of the part of $\beta_1$ outside the span. It too is large only when the second wave is included: with $\varphi_1$ alone the projector would be $\chi_1/B_{11}$, of squared norm $X_{11}/B_{11}^2=1.06$, of which 1 lies along $\varphi_1$ and only 0.06 is remainder.

**Q:** So if I first orthonormalize the $\varphi_i$, then $N=1$ and the trouble is gone?

**A:** The first part becomes the identity, but the remainder stays. Let $\varphi'=A\varphi$ with an invertible matrix $A$ acting on the index. The dual set is $\beta'=(A^{-1})^T\beta$, because then $\langle\beta'_i|\varphi'_j\rangle=((A^{-1})^TA^T)_{ij}=\delta_{ij}$. The choice $A=N^{-1/2}$ makes $\varphi'$ orthonormal, and the new Gram matrix is $N^{1/2}GN^{1/2}$. It has the same eigenvalues as $NG$, to which it is related by a similarity transformation. In the model these are 1.0000 and 1.7205.

Since $G=N^{-1}+R$, the new Gram matrix is $1+N^{1/2}RN^{1/2}$. For a unit eigenvector $v$, the combination $\sum_iv_i\beta'_i$ has a part of unit norm in the span of the partial waves, and the excess of the eigenvalue over 1 is the squared norm of its remainder. An eigenvalue of exactly 1 would mean that this combination lies in the span. Here the lower eigenvalue is 1 to the four printed decimals, so that remainder has norm below 0.01, while the other combination has a remainder of squared norm 0.72. With the matching stated above and partial waves that do not vanish at $r_c$, the two eigenvalues cannot both be 1. If they were, $R$ would vanish and the two spans would coincide. Every $\varphi_i$ would then be a combination of the $\chi_j$ and would vanish at $r_c$, whereas here $u_1(r_c)$ and $u_2(r_c)$ are not zero.

**Q:** Is it then forbidden to work with orthonormal projectors?

**A:** No. It is a change of basis, and the matrices must change with it. For a general $A$, use $D'=ADA^T$ and $Q'=AQA^T$. Then

$$\sum_{ij}D'_{ij}|\beta'_i\rangle\langle\beta'_j|=\sum_{ij}\big(A^{-1}D'(A^{-1})^T\big)_{ij}|\beta_i\rangle\langle\beta_j|=\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j| ,$$

and likewise for $Q$. The symmetric choice $A=G^{1/2}$ gives $\beta'=G^{-1/2}\beta$, whose Gram matrix is $G^{-1/2}GG^{-1/2}=1$. These functions are dual to $G^{1/2}\varphi$, not to the original waves:

$$\langle\beta'_i|\varphi_j\rangle=(G^{-1/2})_{ij}.$$

In the model this matrix has diagonal entries 0.733 and 0.763 and off-diagonal entry 0.637. The new projections are therefore no longer the coefficients of $\varphi_1$ and $\varphi_2$.

**Q:** What happens if I normalize the $\beta_i$ and leave $D$ and $Q$ as they were?

**A:** You get a different Hamiltonian. Using $\beta_i/\|\beta_i\|$ with the old matrices is the same as keeping $\beta_i$ and replacing $D_{ij}$ and $Q_{ij}$ by $D_{ij}/(\|\beta_i\|\|\beta_j\|)$ and $Q_{ij}/(\|\beta_i\|\|\beta_j\|)$. With norms 6.45 and 6.30, every nonlocal coefficient shrinks by a factor of about 40.

I solved $H\psi=ES\psi$ for the model in a finite-element basis, in a spherical box of radius 12 Å. The lowest levels are:

- dual projectors: $-15.24$ eV ($-0.5601$ hartree), the all-electron value;
- orthonormal projectors with transformed $D$ and $Q$: $-15.24$ eV;
- normalized projectors with the old $D$ and $Q$: $-6.26$ eV;
- $V_{\rm loc}$ alone: $-6.07$ eV.

The third level is 9.0 eV too high. It lies close to the fourth because little of the nonlocal part is left.

**Q:** If I keep the dual projectors and the right $D$ and $Q$, does $G$ ever enter a calculation?

**A:** It enters when $S$ acts on the projectors themselves. For a combination $\sum_jc_j\beta_j$,

$$S\sum_jc_j\beta_j=\sum_i\big[(1+QG)c\big]_i\beta_i .$$

A function orthogonal to all $\beta_j$ is left unchanged by $S$. So the eigenvalues of $S$ are those of $1+QG$, together with 1. The model has $Q_{11}=0.2349$, $Q_{12}=0.3263$ and $Q_{22}=0.4434$, and the two eigenvalues are 0.925 and 2.276. Replacing $G$ by the identity would give 0.997 and 1.682.

The inverse needs $G$ too. Try $S^{-1}=1-\sum_{ij}K_{ij}|\beta_i\rangle\langle\beta_j|$. Multiplying out, the product of the two sums produces $G$ in the middle:

$$SS^{-1}=1+\sum_{ij}(Q-K-QGK)_{ij}|\beta_i\rangle\langle\beta_j| .$$

This is the identity if $(1+QG)K=Q$, so

$$K=(1+QG)^{-1}Q ,$$

provided $S$ has no zero eigenvalue. Suppose you form $S\varphi_1$ and then apply this inverse with $G$ set to the identity. In the model the function you recover differs from $\varphi_1$ by a function of norm 0.18, compared with the unit norm of $\varphi_1$ in the sphere.

**Q:** So I may call the $\beta_i$ projectors, but $\sum_i|\beta_i\rangle\langle\beta_i|$ is not a projection operator?

**A:** Right. Its square is $\sum_{ij}|\beta_i\rangle G_{ij}\langle\beta_j|$, which equals the original sum only if $G=1$. The operator $P=\sum_i|\varphi_i\rangle\langle\beta_i|$, with $\varphi_i$ restricted to the sphere, does satisfy $P^2=P$, because duality supplies the delta in the middle. It returns any combination of the partial waves unchanged. It is in general not Hermitian, so it projects obliquely: what it removes from a function is orthogonal to the $\beta_i$, not to the $\varphi_i$.
